# Step stiffness, not line tension, sets the meander wavelength: a numerical check

```python
"""Step meandering: stiffness, not line tension, sets the wavelength.

Result under test, for an in-phase meander of a growing step train:
  wavelength = 2 pi sqrt(4 G (P l + E) / (F l^2)),  G = area*S/kT,
  S = beta + beta'' (stiffness), beta = line tension (free energy/length).
For beta = beta0 (1 + 0.05 cos 4 theta), using beta in place of S at
theta = 0 overestimates the wavelength by sqrt(1.05/0.25).
  l: terrace width; F: atoms per area and time; area: area per atom
  P: terrace diffusivity times equilibrium adatom density (1/s)
  E: edge diffusivity times edge-atom line density (nm/s)
Lengths are in nm, energies in eV, times in s. Growth rates are divided
by area*F, so that they are rates per deposited monolayer.
The material parameters are rough values in the Cu(001) regime.
"""
import numpy as np
from scipy import constants
from scipy.optimize import minimize_scalar
from scipy.special import gammaln

# Inputs
temperature = 470.0
kT = constants.k * temperature / constants.e
spacing = 0.256
area = spacing**2
terrace = 5.0
coverage_rate = 0.01
flux = coverage_rate / area
attempt = 1.0e13
hop_barrier = 0.50
formation_energy = 0.55
edge_activation = 0.90
upper_barrier = 0.10
beta0 = 0.80
anisotropy = 0.05

diffusivity = area * attempt * np.exp(-hop_barrier / kT)
adatom_density = np.exp(-formation_energy / kT) / area
P = diffusivity * adatom_density
E = spacing * attempt * np.exp(-edge_activation / kT)


def tension(theta):
    return beta0 * (1 + anisotropy * np.cos(4 * theta))


def stiffness(theta, eps=anisotropy):
    return beta0 * (1 - 15 * eps * np.cos(4 * theta))


S0 = stiffness(0.0)
T0 = tension(0.0)


def isotropic(theta):
    return T0 + 0 * theta


def shifted(theta):
    return tension(theta) + 0.5 * beta0 * np.cos(theta)


# Energy of a small wiggle about several mean directions, by quadrature
phase = 2 * np.pi * np.arange(256) / 256
slope = 0.003 * np.cos(phase)
for mean_angle in (0.0, 0.2, np.pi / 4):
    line = tension(mean_angle + np.arctan(slope))
    excess = np.mean(line * np.sqrt(1 + slope**2)) - tension(mean_angle)
    measured = 2 * excess / np.mean(slope**2)
    assert abs(measured / stiffness(mean_angle) - 1) < 1e-3

# Chemical potential at finite slope, from the energy of a polygon
n_poly = 600
dx = 2 * np.pi / n_poly
x_poly = dx * np.arange(n_poly)
h_poly = 0.4 * np.sin(x_poly)


def two_segments(middle):
    left = (middle - np.roll(h_poly, 1)) / dx
    right = (np.roll(h_poly, -1) - middle) / dx
    return dx * sum(tension(np.arctan(s)) * np.sqrt(1 + s**2)
                    for s in (left, right))


shift = 1e-5
variation = (two_segments(h_poly + shift)
             - two_segments(h_poly - shift)) / (2 * shift * dx)
p_poly = 0.4 * np.cos(x_poly)
curved = (stiffness(np.arctan(p_poly)) * 0.4 * np.sin(x_poly)
          / (1 + p_poly**2)**1.5)
assert np.max(abs(variation - curved)) < 1e-3 * np.max(abs(curved))


def growth(q, line_energy, inverse_length=0.0, rate=flux):
    """Solve diffusion between deformed steps; return the growth rate.

    inverse_length is the inverse attachment length of the upper side.
    Concentration is measured from equilibrium in units of rate/D.
    The stiffness formula is not used here.
    """
    n_grid, n_modes = 48, 5
    angle = 2 * np.pi * np.arange(n_grid) / n_grid
    x = angle / q
    amplitude = 3e-4 / q
    h = amplitude * np.cos(angle)
    p = -amplitude * q * np.sin(angle)
    root = np.sqrt(1 + p**2)
    wave = q * np.arange(n_grid // 2 + 1)
    wave[-1] = 0.0

    def ddx(values):
        return np.fft.irfft(1j * wave * np.fft.rfft(values), n_grid)

    def energy(s):
        return line_energy(np.arctan(s)) * np.sqrt(1 + s**2)

    ds = 3e-4
    force = (energy(p + ds) - energy(p - ds)) / (2 * ds)
    mu = -area * ddx(force) / kT
    step_value = P / rate * mu

    def basis(y):
        values = [np.ones(n_grid), y]
        normals = [np.zeros(n_grid), np.ones(n_grid)]
        for mode in range(1, n_modes + 1):
            k = mode * q
            for sign, start in ((-1, 0.0), (1, terrace)):
                factor = np.exp(sign * k * (y - start))
                value = factor * np.cos(k * x)
                x_slope = -k * factor * np.sin(k * x)
                values.append(value)
                normals.append(sign * k * value - p * x_slope)
        return np.array(values).T, np.array(normals).T

    y_back = terrace + h
    front_value, front_normal = basis(h)
    back_value, back_normal = basis(y_back)
    exchange = root * inverse_length
    matrix = np.vstack((front_value,
                        back_normal + exchange[:, None] * back_value))
    right = np.concatenate((step_value + h**2 / 2,
                            y_back + exchange * (step_value
                                                 + y_back**2 / 2)))
    coefficients = np.linalg.lstsq(matrix, right, rcond=None)[0]
    front_flux = front_normal @ coefficients - h
    back_flux = back_normal @ coefficients - y_back
    edge_flux = E / rate * ddx(ddx(mu) / root)
    velocity = front_flux - back_flux + edge_flux
    return 2 * np.mean(velocity * np.cos(angle)) / amplitude


def long_wave_length(stiff, rate=flux):
    gamma = area * stiff / kT
    return 2 * np.pi * np.sqrt(4 * gamma * (P * terrace + E)
                               / (rate * terrace**2))


def peak(line_energy, guess, inverse_length=0.0, rate=flux):
    def objective(log_length):
        q = 2 * np.pi / np.exp(log_length)
        return -growth(q, line_energy, inverse_length, rate)
    found = minimize_scalar(objective, method="bounded",
                            bounds=(np.log(guess / 2), np.log(guess * 2)),
                            options={"xatol": 1e-6})
    return np.exp(found.x), -found.fun


# Full linear growth law against the deformed-boundary solution
gamma0 = area * S0 / kT
for ql in (0.1, 0.3, 1.0, 2.0):
    q = ql / terrace
    drive = ql * np.tanh(ql) + 1 / np.cosh(ql) - 1
    relaxation = gamma0 / flux * (P * q**3 * np.tanh(ql) + E * q**4)
    error = growth(q, tension) - (drive - relaxation)
    assert abs(error) < 2e-4 * (drive + relaxation)

# Fastest-growing wavelengths, found from the numerical growth rates
length_long = long_wave_length(S0)
wrong_long = long_wave_length(T0)
length_full, growth_full = peak(tension, length_long)
wrong_full, growth_wrong = peak(isotropic, wrong_long)
length_shifted, growth_shifted = peak(shifted, length_long)
ratio_law = np.sqrt(T0 / S0)
ratio_full = wrong_full / length_full
deviation = abs(length_full / length_long - 1)
assert deviation < 0.05
assert abs(ratio_full / ratio_law - 1) < 0.03
assert abs(length_shifted / length_full - 1) < 1e-3
assert abs(growth_shifted / growth_full - 1) < 1e-3

# The long-wave law must improve when the flux is lowered
slow_long = long_wave_length(S0, flux / 16)
slow_full, _ = peak(tension, slow_long, rate=flux / 16)
slow_deviation = abs(slow_full / slow_long - 1)
assert slow_deviation < deviation / 8

# Finite barrier for attachment from the upper terrace
attach_length = spacing * (np.exp(upper_barrier / kT) - 1)
barrier_factor = np.sqrt(1 + terrace / attach_length)
finite_full, finite_growth = peak(tension, length_long * barrier_factor,
                                  1 / attach_length)
finite_wrong, _ = peak(isotropic, wrong_long * barrier_factor,
                       1 / attach_length)
assert abs(finite_full / (length_long * barrier_factor) - 1) < 0.05
assert abs(finite_wrong / finite_full / ratio_law - 1) < 0.03

# Low-temperature stiffness of a zigzag step, by counting its paths
zigzag_stiffness = np.sqrt(2) * kT / spacing
n_path, tilt = 4000, 0.05


def log_paths(m):
    up = n_path * (1 + m) / 2
    return gammaln(n_path + 1) - gammaln(up + 1) - gammaln(n_path - up + 1)


unit = spacing / np.sqrt(2)
counted = (2 * kT * (log_paths(0.0) - log_paths(tilt))
           / (n_path * unit * tilt**2))
assert abs(counted / zigzag_stiffness - 1) < 0.01

# Sizes of neglected effects
repulsion = (np.pi * kT)**2 / (6 * S0)
repulsion_share = 3 * repulsion / terrace**2 / S0
trial = 1e-3
gap_energy = repulsion / (terrace * np.cos(np.arctan(trial)))**2
projected = gap_energy * np.sqrt(1 + trial**2)
extra = 2 * (projected - repulsion / terrace**2) / trial**2
assert abs(extra / (repulsion_share * S0) - 1) < 1e-4
kink_drive = 2 * spacing / terrace
peclet = coverage_rate * terrace**2 / diffusivity
supersaturation = flux * terrace**2 / (2 * P)
critical_radius = area * beta0 / (kT * np.log1p(supersaturation))
energy_factor = np.exp(0.05 / (2 * kT))
double_cos = (1 - 2 * S0 / beta0) / (15 * anisotropy)
double_angle = np.degrees(np.arccos(double_cos) / 4)
miscut = np.degrees(np.arctan(spacing / np.sqrt(2) / terrace))


def show(label, value, unit_name="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit_name}".rstrip())


show("Temperature", temperature, "K")
show("Thermal energy", kT, "eV")
show("Surface atom spacing", spacing, "nm")
show("Area per atom", area, "nm^2")
show("Terrace width", terrace, "nm")
show("Miscut angle", miscut, "degrees", 3)
show("Deposition rate", coverage_rate, "monolayer/s")
show("Flux F", flux, "nm^-2 s^-1")
show("Attempt frequency", attempt, "s^-1")
show("Terrace hop barrier", hop_barrier, "eV")
show("Adatom formation energy", formation_energy, "eV")
show("Edge transport activation energy", edge_activation, "eV")
show("Mean line tension beta0", beta0, "eV/nm")
show("Anisotropy amplitude", anisotropy)
for degrees in (0.0, 22.5, 45.0):
    angle0 = np.radians(degrees)
    b, s = tension(angle0), stiffness(angle0)
    print(f"Angle {degrees:g} degrees: tension {b:.3f} eV/nm, "
          f"stiffness {s:.3f} eV/nm, sqrt ratio {np.sqrt(b/s):.3f}")
show("Zigzag path-count stiffness", counted, "eV/nm", 3)
show("Capillary length Gamma", gamma0, "nm")
show("Terrace transport D c_eq", P, "s^-1")
show("Terrace transport times width", P * terrace, "nm/s")
show("Edge transport D_e c_e", E, "nm/s")
show("Long-wave wavelength, stiffness", length_long, "nm")
show("Long-wave wavelength, tension", wrong_long, "nm")
show("Long-wave overestimate", ratio_law)
show("Full wavelength, true line energy", length_full, "nm")
show("Full wavelength, isotropic tension", wrong_full, "nm")
show("Full overestimate", ratio_full)
show("Full wavelength, A cos(theta) added", length_shifted, "nm")
show("q times terrace width at peak", 2*np.pi*terrace/length_full)
show("Long-wave law error", 100 * deviation, "%", 3)
show("Same error at flux/16", 100 * slow_deviation, "%", 3)
show("Deposit per e-fold, true energy", 1/growth_full, "monolayers", 3)
show("Deposit per e-fold, tension", 1/growth_wrong, "monolayers", 3)
for eps in (0.04, 0.06):
    error_factor = np.sqrt(beta0 * (1 + eps) / stiffness(0.0, eps))
    show(f"Overestimate for anisotropy {eps:g}", error_factor)
show("Upper-side extra barrier", upper_barrier, "eV")
show("Upper-side attachment length", attach_length, "nm", 3)
show("Predicted finite-barrier factor", barrier_factor, "", 3)
show("Finite-barrier wavelength", finite_full, "nm")
show("Finite-barrier overestimate", finite_wrong / finite_full)
show("Finite-barrier e-fold", 1/finite_growth, "monolayers", 3)
show("Entropic repulsion / stiffness", 100*repulsion_share, "%", 2)
show("One-site kink bias / terrace drive", 100*kink_drive, "%", 2)
show("Step-motion Peclet number", peclet, "", 2)
show("Maximum supersaturation", 100 * supersaturation, "%", 3)
show("Critical island radius", critical_radius, "nm", 3)
show("Wavelength factor for 0.05 eV shift", energy_factor, "", 3)
show("Tilt at which stiffness doubles", double_angle, "degrees", 3)
print("checks complete")
```

It prints:

```
Temperature: 470 K
Thermal energy: 0.0405 eV
Surface atom spacing: 0.256 nm
Area per atom: 0.06554 nm^2
Terrace width: 5 nm
Miscut angle: 2.07 degrees
Deposition rate: 0.01 monolayer/s
Flux F: 0.1526 nm^-2 s^-1
Attempt frequency: 1e+13 s^-1
Terrace hop barrier: 0.5 eV
Adatom formation energy: 0.55 eV
Edge transport activation energy: 0.9 eV
Mean line tension beta0: 0.8 eV/nm
Anisotropy amplitude: 0.05
Angle 0 degrees: tension 0.840 eV/nm, stiffness 0.200 eV/nm, sqrt ratio 2.049
Angle 22.5 degrees: tension 0.800 eV/nm, stiffness 0.800 eV/nm, sqrt ratio 1.000
Angle 45 degrees: tension 0.760 eV/nm, stiffness 1.400 eV/nm, sqrt ratio 0.737
Zigzag path-count stiffness: 0.224 eV/nm
Capillary length Gamma: 0.3236 nm
Terrace transport D c_eq: 55.07 s^-1
Terrace transport times width: 275.4 nm/s
Edge transport D_e c_e: 572.3 nm/s
Long-wave wavelength, stiffness: 106.6 nm
Long-wave wavelength, tension: 218.4 nm
Long-wave overestimate: 2.049
Full wavelength, true line energy: 108.1 nm
Full wavelength, isotropic tension: 219.1 nm
Full overestimate: 2.028
Full wavelength, A cos(theta) added: 108.1 nm
q times terrace width at peak: 0.2907
Long-wave law error: 1.4 %
Same error at flux/16: 0.0916 %
Deposit per e-fold, true energy: 47.6 monolayers
Deposit per e-fold, tension: 195 monolayers
Overestimate for anisotropy 0.04: 1.612
Overestimate for anisotropy 0.06: 3.256
Upper-side extra barrier: 0.1 eV
Upper-side attachment length: 2.77 nm
Predicted finite-barrier factor: 1.68
Finite-barrier wavelength: 178.8 nm
Finite-barrier overestimate: 2.047
Finite-barrier e-fold: 364 monolayers
Entropic repulsion / stiffness: 0.81 %
One-site kink bias / terrace drive: 10 %
Step-motion Peclet number: 8.8e-08
Maximum supersaturation: 3.46 %
Critical island radius: 38 nm
Wavelength factor for 0.05 eV shift: 1.85
Tilt at which stiffness doubles: 12 degrees
checks complete
```
